Pseudospin Overlap and Backscattering in Semiconducting and Metallic Carbon Nanotubes

**Q:** I have a semiconducting and a metallic nanotube on the same oxide. Why should the same smooth charge disorder treat them differently? Where does the difference enter?

**A:** Through the relative amplitude of the electron wave on the two carbon sublattices, A and B. Take a zigzag (n,0) tube with one π orbital per atom, nearest-neighbour hopping −t, bond length a and lattice constant b = √3 a. Let k be the wavevector along the axis and q the one around the circumference. Each A atom has one B neighbour at axial distance +a and two at −a/2, displaced sideways by ±b/2. The matrix element between the sublattices is therefore

H_AB = −t[e^{ika} + 2cos(qb/2) e^{−ika/2}].

It vanishes at k = 0, q = 4π/(3b), the centre of one valley. Write q = 4π/(3b) + κ. To first order,

2cos(2π/3 + κb/2) ≈ −1 − √3 κb/2 = −1 − 3κa/2.

Expanding the exponentials to the same order gives

H_AB ≈ −t[1 + ika − 1 − 3κa/2 + ika/2] = (3ta/2)(κ − ik).

With ħv = 3ta/2, and H_BA the complex conjugate, this is

H = ħv(κσx + kσy).

The Pauli matrices act on the sublattice amplitudes, called the pseudospin. The other valley is the time-reversed partner.

**Q:** What fixes κ?

**A:** The wave must close on itself around the tube. The circumference is nb = πd, where d is the diameter, so q = 2πj/(nb) with integer j. Then

κ = 2πj/(nb) − 4π/(3b) = (2/d)(j − 2n/3).

For n = 18, j = 12 gives κ = 0. For n = 17, 2n/3 = 11⅓ and the nearest choice, j = 11, gives |κ| = 2/(3d). Since E = ±ħv√(κ²+k²), the first tube has no gap in this model, and the second has

Eg = 2ħv|κ| = 4ħv/(3d).

**Q:** Now add the disorder. What does it do to the sublattice amplitudes?

**A:** If the potential V varies slowly over a bond length, it is nearly equal on neighbouring A and B atoms and multiplies the unit matrix. It also has negligible Fourier weight at the large wavevector joining the valleys, so scattering stays within one valley. Its matrix element is then a Fourier component of V times the overlap of two spinors.

Define θ by e^{iθ} = (κ+ik)/√(κ²+k²). The eigenstates are

u = (1, s e^{iθ})/√2, with s = +1 or −1 for the upper or lower band.

The overlap between (κ,k,s) and (κ',k',s') is

F = ½[1 + ss' e^{i(θ−θ')}].

Because |1 + ss'e^{iα}|² = 2 + 2ss' cos α,

|F|² = ½[1 + ss' cos(θ−θ')]
= ½{1 + ss'(κκ' + kk')/[√(κ²+k²) √(κ'²+k'²)]}.

Backscattering within one subband means κ' = κ, k' = −k and s' = s:

|F|² = ½[1 + (κ²−k²)/(κ²+k²)] = κ²/(κ²+k²).

At κ = 0 the two movers have spinors (1,i)/√2 and (1,−i)/√2, which are orthogonal, so a potential blind to the sublattice cannot connect them. In a semiconducting tube κ tilts both pseudospins toward the same x direction. They become parallel as k → 0. With E measured from midgap, the same result reads |F|² = (Eg/2E)².

**Q:** Does a nonzero overlap guarantee strong backscattering?

**A:** No. The potential must also supply the momentum change 2k. Let V(2k) be the Fourier integral of the circumferential average of V. On a length L the matrix element is V(2k)F/L, and the density of reflected states is L/(2πħv_g), where v_g is the group velocity. Fermi's golden rule gives the rate

(2π/ħ) |V(2k)|²|F|²/L² × L/(2πħv_g) = |V(2k)|²|F|²/(ħ²v_g L).

The carrier crosses the length v_g/L times per second. Dividing by that frequency gives the reflection probability:

R = |V(2k)|²|F|²/(ħv_g)².

Differentiating E gives v_g = vk/√(κ²+k²), so

R = |V(2k)|²κ²/[(ħv)²k²].

This is a leading-order law. It needs R ≪ 1, but that alone is not enough: for a smooth hill V(2k) can be so small that higher orders in V exceed the leading term. Its divergence as k → 0 signals its failure near the band edge. A potential smooth even on the scale 1/(2k) has little weight at 2k, and weak hills of that kind hardly reflect in a semiconducting tube either.

I tested the law by integrating the Dirac equation for Gaussian hills of height ±10⁻⁵ eV and widths 1, 3 and 6 nm. Averaging R over the two signs cancels the next correction, which is cubic in V. With an integration step dx = 0.05 nm, the largest deviation of that average, relative to the formula, was 4×10⁻⁵. This is the step error, about (k dx)²/3; a higher-order integration brings the deviation below 10⁻⁵.

**Q:** The metallic zero came from a single scattering event. Could repeated scattering, or a strong potential, undo it?

**A:** Suppose first that V depends on the axial position x alone. At κ = 0,

−iħvσy ∂ψ/∂x = (E−V)ψ.

The operator σy commutes with everything here, so its eigenvalues ±1 label two independent movers:

ψ± = χ± exp[±i∫(E−V)dx/(ħv)].

The potential changes their phase but never mixes them. Thus R = 0 at any strength within this model.

If V also varies around the tube, it mixes subbands and that argument no longer suffices. Use instead Θ = iσyK, where K is complex conjugation. Θ reverses both σ and momentum, leaving their product unchanged, and it leaves a real V unchanged. Also Θ² = (iσy)² = −1. The full scattering operator is T = V + VGV, with G = (E−H+i0)⁻¹ and H including V. Complex conjugation changes the sign of i0, so ΘTΘ⁻¹ = T†.

An antiunitary operator obeys ⟨Θa|Θb⟩ = ⟨b|a⟩. For an incoming state ψ, therefore,

⟨Θψ|Tψ⟩ = ⟨ΘTψ|Θ²ψ⟩ = −⟨ΘTψ|ψ⟩
= −⟨T†Θψ|ψ⟩ = −⟨Θψ|Tψ⟩ = 0.

With one open subband per valley, Θψ is the only backward state, so reflection vanishes to all orders. In a semiconducting tube the envelope acquires a phase around the circumference. Θ reverses that phase and takes ψ out of the allowed states of this valley, so the proof gives no protection.

I tested this with five subbands and a 2 nm long potential, of amplitude 0.5 eV and peak 1 eV, varying both along and around the tube. At the same k, the metallic tube gave R = 2×10⁻³⁰, which is rounding error, and the semiconducting tube gave 0.82. A potential of opposite sign on the two sublattices, with a peak of 0.3 eV, breaks the Θ symmetry. It gave R = 0.23 in the metallic tube.

**Q:** Does the contrast survive on the real honeycomb lattice?

**A:** It does in the atomistic hopping model, with a small leak. I placed a Gaussian hill, 0.2 eV high and 1 nm wide, on the wall of each tube. Reflection per channel was 0.77 in the (17,0) tube and 1×10⁻⁶ in the (18,0) tube. The first number is not a weak-scattering result, since the hill's peak far exceeds the carrier's kinetic energy of 0.026 eV. For hills of ±0.002 eV, the computed reflection averaged over the two signs agreed with the weak-scattering formula, using lattice values of k, F and v_g, to better than 0.1%.

For a weak hill, the leak comes from the next order of H_AB. At κ = 0 its real part is

−t[(1−k²a²/2) − (1−k²a²/8)] = 3tk²a²/8.

Dividing by the leading magnitude 3tak/2 gives |F| ≈ ka/4. At the k used below, |F|² = 6×10⁻⁵. The 0.2 eV hill is too strong for this overlap alone to fix R: the weak-scattering formula would give 1.6×10⁻⁵, and a well of the same depth reflects 4×10⁻⁵. All these values are small, but only the weak-hill limit follows the formula.

A defect confined to one atom is different: it acts on one sublattice and can also transfer carriers between valleys. A 5 eV shift on a single atom gave R = 0.0046 in the metallic tube.

**Q:** Put in numbers for a transistor tube at room temperature.

**A:** Take t = 2.7 eV and a = 0.142 nm, so ħv = 0.575 eV nm. The (17,0) tube has d = 1.331 nm, hence

κ = 2/(3 × 1.331 nm) = 0.501 nm⁻¹,
Eg = 2 × 0.5751 × 0.5009 eV = 0.576 eV.

Put the electron kT = 0.0259 eV above the band edge at 300 K. Then E = 0.2881 + 0.0259 ≈ 0.314 eV, and

k = √[(0.3139/0.5751)² − 0.5009²] nm⁻¹ = 0.217 nm⁻¹,
|F|² = 0.5009²/(0.5009² + 0.2169²) = 0.84.

The overlap is close to its maximum. The group velocity is 0.397v, so ħv_g = 0.2285 eV nm.

For the circumferential average of the disorder, choose an rms value V₀ = 8 meV and a Gaussian correlation V₀² exp[−x²/(2ξ²)] with ξ = 3 nm. Its Fourier transform is the power spectrum

S(2k) = V₀²√(2π) ξ exp[−(2kξ)²/2] = 2.06×10⁻⁴ eV² nm.

Over a length L the mean of |V(2k)|² is L S(2k). Reflection per unit length is therefore

1/ℓ = S(2k)|F|²/(ħv_g)²
= 2.063×10⁻⁴ × 0.8421/0.2285² nm⁻¹ = 0.00333 nm⁻¹,

so the backscattering mean free path is ℓ ≈ 300 nm.

Integrating the Dirac equation through 4000 random 30 nm segments gave 1.10 times the scattering predicted by this law, measured by the mean of −ln(transmission). Segments 300 nm long give about 1.14 ± 0.02. The weak-disorder law thus underestimates the scattering by 10 to 15% here, and ℓ is nearer 265 to 275 nm.

**Q:** Would smoother disorder always lengthen ℓ?

**A:** Not at fixed V₀ and k. The law gives 425, 301 and 1908 nm for ξ = 1, 3 and 6 nm. The spectrum is proportional to ξ exp[−(2kξ)²/2]. Setting the derivative of its logarithm to zero gives 1/ξ = (2k)²ξ, so scattering is strongest at ξ = 1/(2k) ≈ 2.3 nm. Beyond that, the loss of Fourier weight at 2k wins.

The value for 6 nm needs a caution. There the leading term is so small that higher orders in V exceed it. Integrating the Dirac equation through long random samples with V₀ = 8 meV and ξ = 6 nm gives ℓ ≈ 750 nm, not 1908 nm. At V₀ = 2 meV the law is again good to about 10%.

**Q:** And the metallic tube in the same disorder?

**A:** In the ideal Dirac model, ℓ from this mechanism is infinite. A real zigzag metallic tube has a small curvature gap. For a rough value of 0.02 eV, at the same k, |F|² = 0.0064 and the law gives ℓ ≈ 2.5×10⁵ nm. Other scattering would normally intervene first. The protection weakens near the small gap: at E = kT from midgap, |F|² = (0.01/0.0259)² ≈ 0.15, and the law gives ℓ ≈ 4×10³ nm.

**Q:** How close is this to my device?

**A:** Only roughly. The 8 meV and 3 nm are chosen to represent remote oxide charge, not measured. The law gives ℓ ∝ 1/V₀², so a dirtier oxide shortens ℓ quickly. This scaling is for weak disorder: at V₀ = 16 meV and ξ = 3 nm, direct integration gives about 30% more scattering than the law. A real device also has phonons. Take a rough deformation energy D = 5 eV and sound speed of 2×10⁴ m/s. The tube's stretching stiffness C is its mass per length times the sound speed squared, about 7.9×10³ eV/nm. Thermal strain treated as static disorder then has the flat spectrum D²kT/C. Putting this in the law for 1/ℓ, with |F|² set to 1 for a rough estimate, gives about 640 nm. Adding the rates, 1/300 + 1/640 nm⁻¹, lowers the combined ℓ to about 200 nm. That is for an electron kT above the band edge. The same estimate gives roughly 75 nm at kT/2 and 660 nm at 2kT, so one length cannot stand for all thermal carriers. A strongly gated channel also holds carriers at higher energy. At 0.1 eV above the edge |F|² falls to 0.55, but the higher velocity and the smaller Fourier weight at 2k matter more: this disorder alone would give ℓ ≈ 2×10⁴ nm, and acoustic phonons set the limit in this estimate. The second subband lies 0.288 eV above the first in the Dirac model and 0.261 eV on the hopping lattice, 10 to 11 kT, so thermal occupation of it is small when the Fermi level stays well below it. The model omits optical phonons and the surface phonons of the oxide, which can shorten ℓ further, and electron–electron interactions, which enlarge the gap. Adding scattering rates also ignores interference between repeated reflections, which matters in long, cold tubes. For these reasons ℓ is a scattering length, not a prediction of device mobility. The remaining computed values are in the numerical output.

Calculated quantities

```
Hopping: 2.7 eV
Bond length: 0.142 nm
Temperature: 300 K
Thermal energy kT: 0.02585 eV
hbar times Dirac velocity: 0.5751 eV nm
(17,0) diameter: 1.331 nm
(18,0) diameter: 1.409 nm
Semiconducting transverse wavevector: 0.5009 1/nm
Dirac band gap: 0.5761 eV
Atomistic band gap: 0.586 eV
Carrier energy from midgap: 0.3139 eV
Axial wavevector: 0.2169 1/nm
Backscattering wavevector 2k: 0.4338 1/nm
Semiconducting squared overlap: 0.8421
Group velocity / Dirac velocity: 0.3974
hbar times group velocity: 0.2285 eV nm
Disorder rms: 0.008 eV
Disorder correlation length: 3 nm
Disorder spectrum at 2k: 0.0002063 eV^2 nm
Born mean free path, correlation 1 nm: 424.8 nm
Born mean free path, correlation 3 nm: 300.6 nm
Born mean free path, correlation 6 nm: 1908 nm
Largest relative error, weak-hill Born test: 3.9e-05
Weak ensemble: numerical / Born scattering: 0.993
Example disorder: numerical / Born scattering: 1.1
Metal, 0.5 eV rms axial disorder: largest R: 0
Metal, 0.5 eV angular potential: R: 1.9e-30
Semiconductor, 0.5 eV angular potential: R: 0.8209
Metal, 0.3 eV sublattice-odd potential: R: 0.2251
Atomistic weak hill: numerical / Born R: 0.9998
Atomistic semiconductor, 0.2 eV, 1 nm hill: R: 0.7705
Atomistic metal, 0.2 eV, 1 nm hill: R: 1.1e-06
Atomistic metal, 5 eV single-atom defect: R: 0.00459
Metal energy at same k: 0.1248 eV
Metal squared overlap from trigonal warping: 5.93e-05
Rough curvature gap, input: 0.02 eV
Curved metal squared overlap at same k: 0.0064
Curved metal squared overlap at E = kT: 0.15
Curved metal Born mean free path at same k: 2.5e+05 nm
Thermal flux average of semiconducting F^2: 0.8567
Semiconducting F^2 at 0.1 eV above edge: 0.551
Second subband above first, Dirac model: 0.2881 eV
Second subband spacing / kT: 11.14
Rough deformation energy, input: 5 eV
Rough sound speed, input: 2e+04 m/s
Rough acoustic-phonon mean free path: 6.4e+02 nm
```
